# Isomer shifts of iron-57 and tin-119: nuclear radius and 3d screening

**Question**

I am stuck on a Mössbauer exercise. It says that the iron-57 nucleus shrinks when it is excited to the level used in the experiment, while the tin-119 nucleus grows. From this I am to explain why the isomer shift falls with electron density at the nucleus in iron but rises with it in tin. Then I must put high-spin Fe(II) and Fe(III) in order of isomer shift.

Two things confuse me. First, I lose track of the signs: absorber or source, excited or ground state, bigger nucleus or stronger binding. Second, Fe(II) and Fe(III) differ by a 3d electron, and a d orbital vanishes at the nucleus. How can it change the density there? The hint says "3d screening of 3s", but I would like to see that this is really what happens, and roughly how large it is.

**Answer**

Keep two questions apart. The nucleus decides how the shift responds to a given change of electron density. The electrons decide which compound has the larger density. I use atomic units until the end, so energies are in hartree, lengths in bohr, and the electron charge is $-1$. The density $\rho(0)$ is the number of electrons per unit volume at the nucleus.

**1. A larger nucleus binds its electrons less strongly**

Compare a real nucleus of charge $Z$ with a point of the same charge. Outside a spherical nucleus an electron feels no difference. Inside, it has only part of the nuclear charge below it, so it is attracted less.

Build the nucleus from thin spherical shells. A shell of unit charge and radius $s$ gives an electron the energy $-1/r$ outside and the constant $-1/s$ inside. A unit point charge would give $-1/r$ everywhere. The difference, shell minus point, is

$$
\Delta v(r)=\frac1r-\frac1s\quad (r<s),\qquad \Delta v(r)=0\quad (r\ge s),
$$

which is positive inside. To first order the energy change is $\Delta v$ averaged over the electron density. The nucleus is tiny, so I take the density as constant across it:

$$
\begin{aligned}
\rho(0)\int_0^s 4\pi r^2\left(\frac1r-\frac1s\right)dr
&=4\pi\rho(0)\left(\frac{s^2}{2}-\frac{s^2}{3}\right)\\
&=\frac{2\pi}{3}\,s^2\rho(0).
\end{aligned}
$$

Adding the shells, with total charge $Z$, replaces $s^2$ by its average over the nuclear charge:

$$
E_{\rm size}=\frac{2\pi}{3}\,Z\,\langle r^2\rangle\,\rho(0).
$$

The details of a spherical charge distribution therefore drop out at this order, and only its mean-square radius remains. For a uniform sphere of radius $R$,

$$
\langle r^2\rangle=\frac{\int_0^R r^4\,dr}{\int_0^R r^2\,dr}=\frac{R^5/5}{R^3/3}=\frac35R^2 .
$$

How good is the constant density? Near a point nucleus an s density falls as $\rho(0)(1-2Zr)$. With the iron radius used below, 4.618 fm or $8.73\times10^{-5}$ bohr, the fall at the nuclear edge is $2\times26\times8.73\times10^{-5}\approx0.5\,\%$. As a test, the 1s level of the one-electron ion Fe$^{25+}$ was calculated by diagonalization with two nuclei of equal $\langle r^2\rangle$. The level rises by $1.388\times10^{-3}$ hartree for both a uniform sphere and a thin shell; the two differ by only about $1\times10^{-7}$ hartree. The formula gives $1.3922\times10^{-3}$, which is 0.3 % higher.

**2. From energy to velocity**

The gamma ray connects the excited nucleus (e) with the ground state (g). Both have the same $Z$, and to this order both sit in the same electron density. If $E_0$ is the transition energy for a point nucleus, a nucleus in material $X$ has

$$
E_X=E_0+\frac{2\pi}{3}Z\,\Delta\langle r^2\rangle\,\rho_X(0),\qquad
\Delta\langle r^2\rangle=\langle r^2\rangle_e-\langle r^2\rangle_g .
$$

Let the source S move towards the absorber A with velocity $v$, counted positive. The absorber then sees the energy $E_S(1+v/c)$. Resonance requires $E_S(1+v/c)=E_A$, so $v=c(E_A-E_S)/E_S$. In the denominator $E_S$ may be replaced by the gamma energy $E_\gamma$, because the two differ by a minute fraction. This velocity is the isomer shift:

$$
\boxed{\;\delta=\frac{c}{E_\gamma}\,\frac{2\pi}{3}\,Z\,\Delta\langle r^2\rangle\,\big[\rho_A(0)-\rho_S(0)\big]\;}
$$

I have assumed that source and absorber have the same second-order Doppler shift, which comes from the vibration of the nuclei, including their zero-point motion. Any difference between the two would otherwise be added.

Every factor in front of the bracket is positive except possibly $\Delta\langle r^2\rangle$. This settles the first part:

- **Iron-57:** the excited nucleus is smaller, so $\Delta\langle r^2\rangle<0$. Extra density raises the ground level more than the excited one. The transition energy drops, and $\delta$ falls.
- **Tin-119:** the excited nucleus is larger, so $\Delta\langle r^2\rangle>0$. Extra density raises the excited level more, and $\delta$ rises.

There are two simple limits. If the radius did not change, no chemical difference could produce an isomer shift. If the two materials had equal contact densities, no radius change could produce one.

**3. How steep are the two lines?**

For a small change $\Delta R$ of a uniform sphere,

$$
\Delta\langle r^2\rangle=\frac35\big[(R+\Delta R)^2-R^2\big]\approx\frac65R^2\,\frac{\Delta R}{R}.
$$

I take $R=1.2\,A^{1/3}$ fm, which gives 4.618 fm for iron-57 and 5.902 fm for tin-119. The other inputs are rough literature values (the radius changes are themselves inferred from measured shifts combined with computed densities): $\Delta R/R\approx-1\times10^{-3}$ and $E_\gamma\approx14$ keV for iron, $+2\times10^{-4}$ and 24 keV for tin. Then

$$
\begin{aligned}
\text{Fe: }\Delta\langle r^2\rangle&=1.2\times4.618^2\times(-10^{-3})=-0.0256\ \text{fm}^2,\\
\text{Sn: }\Delta\langle r^2\rangle&=1.2\times5.902^2\times(2\times10^{-4})=+0.0084\ \text{fm}^2 .
\end{aligned}
$$

For iron, divide by $(52918\ \text{fm/bohr})^2=2.800\times10^9$ to get $-9.14\times10^{-12}$ bohr². Multiplying by $(2\pi/3)\times26=54.45$ gives $-4.98\times10^{-10}$ hartree per unit of density, or $-1.355\times10^{-8}$ eV. Finally,

$$
\frac{c}{E_\gamma}=\frac{2.998\times10^{11}\ \text{mm/s}}{1.4\times10^4\ \text{eV}}=2.141\times10^7\ \frac{\text{mm/s}}{\text{eV}},
$$

so the slope is $-0.290$ mm/s per bohr$^{-3}$. The same steps for tin give $+0.106$ mm/s per bohr$^{-3}$. Since the radius changes are known here to one figure, so are the slopes; their signs are what matters.

**4. How a 3d electron reaches the nucleus indirectly**

Close to the nucleus an orbital of angular momentum $l$ behaves as $r^l$. Without relativity, only s orbitals have density at $r=0$, as you say. A 3d electron can still change the shape of those s orbitals.

A useful identity shows how. Write an s orbital as $\psi=u(r)/(\sqrt{4\pi}\,r)$ with $\int_0^\infty u^2dr=1$, and suppose it moves in a local potential energy $V(r)$:

$$
-\tfrac12u''+(V-\varepsilon)u=0 .
$$

Multiply by $u'$. Because $u'u''=\tfrac12(u'^2)'$ and $uu'=\tfrac12(u^2)'$,

$$
-\tfrac14\,(u'^2)'+\tfrac12\,(V-\varepsilon)(u^2)'=0 .
$$

Integrate from 0 to $\infty$. The first term gives $+\tfrac14u'(0)^2$, since $u'$ vanishes at infinity. Integrate the second by parts. Its boundary term vanishes at infinity, where $u\to0$, and at the origin, where $Vu^2\sim r^2/r\to0$. What remains is

$$
\tfrac14u'(0)^2-\tfrac12\int_0^\infty V'u^2\,dr=0 .
$$

Near the origin $u\approx u'(0)\,r$, so $|\psi(0)|^2=u'(0)^2/4\pi$ and

$$
|\psi(0)|^2=\frac{1}{2\pi}\left\langle\frac{dV}{dr}\right\rangle .
$$

The contact density of an s electron is thus set by the mean inward force on it. For hydrogen-like 1s, $V'=Z/r^2$ and $\langle r^{-2}\rangle=2Z^2$, which gives the familiar $Z^3/\pi$.

In an atom, leaving exchange aside, the force at radius $r$ is

$$
\frac{dV}{dr}=\frac{Z-N(r)}{r^2},
$$

where $N(r)$ is the number of other electrons inside $r$. Charge farther out exerts no net force. A 3d electron therefore screens 3s to the extent that it lies inside the 3s electron. Take it away and the force grows. The 3s orbital is then also drawn inward, where $1/r^2$ is larger. Both effects point to a higher 3s contact density.

The radii show that the overlap is considerable. In Fe$^{2+}$ the mean radius is 0.821 bohr for 3s and 1.046 bohr for 3d. Although 3d is larger on average, about 40 % of its charge lies within the 3s mean radius.

**5. Does it survive in a real calculation?**

The identity does not include exchange, and the other electrons readjust too. I therefore use restricted Hartree–Fock results for the free high-spin ions, Fe$^{2+}$ (3d⁶) and Fe$^{3+}$ (3d⁵). They are nonrelativistic, with a point nucleus. The contact densities, in bohr$^{-3}$ and counting both electrons of each shell, are:

| Shell | Fe$^{2+}$ | Fe$^{3+}$ | Change |
|---|---:|---:|---:|
| 1s | 10758.07 | 10757.72 | −0.34 |
| 2s | 989.31 | 989.26 | −0.05 |
| 3s | 135.11 | 137.71 | +2.60 |
| Total | 11882.48 | 11884.69 | +2.21 |

The 1s shell supplies most of the density but little of the change. The 3s shell supplies about 1 % of the density and decides the sign of the change. The small decreases in 1s and 2s cancel 15 % of the 3s increase. Direct screening by 3d alone would suggest small increases, so that picture does not account for them; the calculation does not isolate their cause.

To see whether screening is responsible, the 3s change can be split into three successive steps:

1. Keep the 3d orbital frozen and remove the Coulomb repulsion of one 3d electron, letting the s and p shells respond: $+5.42$ bohr$^{-3}$.
2. Remove that electron's exchange with the s and p shells as well: $-0.25$ bohr$^{-3}$.
3. Let the 3d orbital adjust: $-2.57$ bohr$^{-3}$.

The sum is $+2.60$ bohr$^{-3}$. The first step is the screening effect in your hint, and it has the expected sign. The third is a substantial correction. With one electron fewer, the 3d mean radius shrinks from 1.046 to 0.960 bohr. This places the remaining five electrons further inside 3s, which fits the negative sign of the step. Counting 3d electrons while holding their orbital fixed would overestimate the 3s change by a factor of about two. The sizes of the steps depend on the order in which they are taken, but their sum does not.

You may worry about finding a change of 2 in a total of nearly 12,000. For one-electron iron ions, the basis reproduces the 1s, 2s and 3s contact densities within 0.16 %. Taken as an independent error on the total, that would be about 19 bohr$^{-3}$. It is not independent, however. Near the nucleus $Z/r$ is far larger than any orbital energy, so all s orbitals have nearly the same shape there. A basis that rounds off their cusp should therefore change all their densities by nearly the same fraction, so most of this error cancels in the difference between the ions. The absolute values in the table are indeed about 0.16 % low: at the Hartree–Fock limit the Fe$^{2+}$ total is 11901.8 bohr$^{-3}$. The differences move only by the same fraction, the 3s change to $+2.61$ and the total change from $+2.211$ to $+2.215$ bohr$^{-3}$.

The link between density and energy was also tested on the full ions. With a uniform nucleus enlarged to $5\times10^{-4}$ bohr, the nuclear-size energy of Fe$^{3+}$ exceeds that of Fe$^{2+}$ by $1.779\times10^{-5}$ hartree in self-consistent calculations. The contact-density formula predicts $1.806\times10^{-5}$ hartree, 1.5 % more. A small excess is expected, since the formula ignores the fall of the density across this enlarged nucleus.

**6. The order of the iron ions**

Fe(III) has the higher contact density, and the iron slope is negative:

$$
\delta_{\rm Fe(III)}-\delta_{\rm Fe(II)}\approx(-0.290)(+2.211)\ \text{mm/s}\approx-0.6\ \text{mm/s}.
$$

Hence, for these high-spin ions,

$$
\boxed{\;\rho_{\rm Fe(III)}(0)>\rho_{\rm Fe(II)}(0),\qquad \delta_{\rm Fe(III)}<\delta_{\rm Fe(II)}\;}
$$

The source has dropped out because both absorbers are compared with the same one.

**7. Tin, and a coincidence that can mislead you**

In tin the change is more direct. Sn$^{2+}$ has a 5s pair, and Sn$^{4+}$ has none. In the same approximation the 5s pair itself contributes 31.45 bohr$^{-3}$, while the total difference is 33.47 bohr$^{-3}$. The remaining 2.01 comes from the inner shells, 1s to 4s, whose combined contact density is slightly higher when the 5s pair is present. Simple screening by 5s would suggest the opposite sign, so that picture does not account for this small term. I have not separated its causes. The basis leaves these tin values about 0.3 % low; at the Hartree–Fock limit they are 31.55, 33.57 and 2.02 bohr$^{-3}$. The shift is

$$
\delta_{\rm Sn(II)}-\delta_{\rm Sn(IV)}\approx(+0.106)(+33.47)\ \text{mm/s}\approx+4\ \text{mm/s}.
$$

Now compare the oxidation states. In both elements the lower one has the larger isomer shift, which seems to contradict the "opposite trends". It does not, because two signs have changed:

- Going from Fe(III) to Fe(II) adds a 3d electron, which lowers $\rho(0)$. The slope is negative, so $\delta$ rises.
- Going from Sn(IV) to Sn(II) adds 5s electrons, which raise $\rho(0)$. The slope is positive, so $\delta$ rises.

The trends are opposite as functions of contact density, not of oxidation state.

**8. When to be careful**

The signs of the slopes belong to the nuclei and carry over to any compound. The order of Fe(II) and Fe(III) does not carry over so generally. It was obtained for free high-spin ions and is a reasonable guide for mainly ionic compounds. In a covalent compound, ligands can put charge into iron 4s, which adds contact density directly and lowers $\delta$. They can also change the 3d population and the shape of 3d. About 2.2 bohr$^{-3}$ of additional s density on the Fe(II) side would cancel the whole difference found here. Low-spin compounds, where bonding and 3d occupation differ, need their own calculation.

For tin, bonding makes the 5s population fractional, so real compounds need not show the full difference between the free ions.

The magnitudes are indicative for another reason: the calculation omits relativity, electron correlation and spin polarization of the s shells. Relativity matters more here than $(Z/137)^2$, about 0.04 for iron and 0.13 for tin, would suggest, because this number enters as an exponent. The relativistic 1s density of a one-electron ion carries the extra factor $(2Zr)^{2\gamma-2}$ with $\gamma=\sqrt{1-(Z/137)^2}$. At the nuclear radius, $2ZR$ is 0.0045 for iron and 0.011 for tin, and $2\gamma-2$ is $-0.036$ and $-0.14$, so this factor alone is about 1.2 for iron and about 1.9 for tin. The normalization adds $2/\Gamma(2\gamma+1)$, which is 1.03 and 1.13, bringing the 1s enhancement to about 1.25 and 2.1. For the 3s level of one-electron iron and the 5s level of one-electron tin it is larger still, about 1.3 and 2.3. The tin magnitude therefore deserves much the greater caution. The complete set of values is in the numerical output below.

## Table of computed values

```
largest basis error of contact density: 0.16 %
Fe25+ 1s level shift, formula: 1.3922e-03 hartree
Fe25+ 1s level shift, sphere nucleus: 1.3879e-03 hartree
Fe25+ 1s level shift, shell nucleus: 1.3880e-03 hartree
Fe2+ energy, radial program: -1261.65636 hartree
Fe2+ energy, pyscf integrals: -1261.65636 hartree
test nucleus radius: 5.0e-04 bohr
Fe3+ minus Fe2+ nuclear-size energy, SCF: 1.779e-05 hartree
same from contact-density formula: 1.806e-05 hartree
contact densities of filled s shells (two electrons each), bohr^-3:
  1s: Fe2+ 10758.066, Fe3+ 10757.722, change -0.344
  2s: Fe2+ 989.305, Fe3+ 989.258, change -0.047
  3s: Fe2+ 135.106, Fe3+ 137.708, change +2.602
  total: Fe2+ 11882.477, Fe3+ 11884.688, change +2.211
parts of the 3s change from Fe2+ to Fe3+, bohr^-3:
  less 3d Coulomb repulsion, 3d frozen: +5.416
  less 3d exchange, 3d frozen: -0.248
  3d shape relaxes: -2.565
mean radius of 3s in Fe2+: 0.821 bohr
mean radius of 3d in Fe2+: 1.046 bohr
mean radius of 3d in Fe3+: 0.960 bohr
3d charge inside the 3s mean radius, Fe2+: 41.0 %
Sn2+ total contact density: 87677.95 bohr^-3
Sn4+ total contact density: 87644.48 bohr^-3
Sn2+ 5s pair contact density: 31.45 bohr^-3
Sn2+ minus Sn4+, 1s to 4s shells: +2.01 bohr^-3
Sn2+ minus Sn4+, total: +33.47 bohr^-3
nuclear radius Fe-57: 4.618 fm; Sn-119: 5.902 fm
rough gamma energy Fe-57: 14 keV; Sn-119: 24 keV
rough dR/R Fe-57: -1e-03; Sn-119: +2e-04
change of <r^2> Fe-57: -0.0256 fm^2
change of <r^2> Sn-119: +0.0084 fm^2
slope Fe-57: -0.290 mm/s bohr^3
slope Sn-119: +0.106 mm/s bohr^3
isomer shift Fe3+ minus Fe2+: -0.64 mm/s
isomer shift Sn2+ minus Sn4+: +3.56 mm/s
```
